# Thickness dependence of tunnelling conductance through a 1 eV barrier

## Question

Two identical metal electrodes are separated by an insulating film of thickness $d$. For an electron at the Fermi level the film is a rectangular barrier of height $\phi=1$ eV, measured from the Fermi level, in which the electron has the isotropic mass $m=0.4\,m_e$. The electrodes are free-electron metals with mass $m_e$ and Fermi energy $E_F=5$ eV above their band bottom. Tunnelling is elastic and coherent, the interfaces are flat, and the momentum parallel to them is conserved. Temperature and bias are low. Use $\hbar^2/2m_e=0.038100$ eV nm².

**(a)** Find the transmission probability $T$ of an electron at the Fermi level that arrives at normal incidence. At an interface, $\psi$ and $\psi'/\text{mass}$ are continuous. Give the limit of a thick barrier.

**(b)** Show that the low-bias conductance of this one transverse mode falls tenfold for roughly every 0.36 nm of added thickness.

**(c)** A device measures the conductance per unit area, to which all directions of incidence contribute. Find it for a thick barrier, and find its local tenfold length.

**(d)** A film of 2 nm is made 0.36 nm thicker. By what factor does each of the two conductances fall?

**(e)** The parameters resemble those of a thin MgO tunnel junction. Estimate how the image force and the finite band gap of the insulator change the tenfold length at 2 nm, and judge the rule of part (b) for such a device.

## Model answers

### (a) Transmission

Take the Fermi level as the zero of energy and let the barrier occupy $0<x<d$. There the Schrödinger equation is

$$\frac{\hbar^2}{2m}\psi''=\phi\,\psi,\qquad\text{so}\qquad \psi''=\kappa^2\psi,\quad \kappa=\frac{\sqrt{2m\phi}}{\hbar}.$$

In the electrodes the wave number is $k_F=\sqrt{2m_eE_F}/\hbar$. The wave is $e^{ik_Fx}+\rho e^{-ik_Fx}$ on the left and $\tau e^{ik_F(x-d)}$ on the right. In the barrier, continuity of $\psi$ at $x=d$ is built in by writing

$$\psi=\tau\left[\cosh\kappa(d-x)+B\sinh\kappa(d-x)\right].$$

Continuity of $\psi'/\text{mass}$ at $x=d$ gives $-\kappa B/m=ik_F/m_e$. With the ratio

$$r=\frac{\kappa/m}{k_F/m_e}$$

this is $B=-i/r$. Write $C=\cosh\kappa d$ and $S=\sinh\kappa d$. At $x=0$, continuity of $\psi$ gives

$$1+\rho=\tau\left(C-\frac{i}{r}S\right).$$

Continuity of $\psi'/\text{mass}$ gives $i(k_F/m_e)(1-\rho)=-(\kappa/m)\tau(S+BC)$. Dividing by $ik_F/m_e$ and using $-1/i=i$,

$$1-\rho=ir\tau\left(S-\frac{i}{r}C\right)=\tau(C+irS).$$

Adding the two equations removes $\rho$:

$$2=\tau\left[2C+i\left(r-\frac1r\right)S\right].$$

The electrodes are identical, so the velocities on both sides are equal and $T=|\tau|^2$. With $C^2=1+S^2$ and $1+\frac14(r-1/r)^2=\frac14(r+1/r)^2$,

$$T=\left[1+\frac14\left(r+\frac1r\right)^2\sinh^2\kappa d\right]^{-1}.$$

For $\kappa d\gg1$, $\sinh^2\kappa d\to e^{2\kappa d}/4$. Since $r+1/r\ge2$, the 1 in the bracket is then negligible, and

$$T\to P\,e^{-2\kappa d},\qquad P=\frac{16}{(r+1/r)^2}.$$

The electrodes enter through $P$, which does not depend on $d$. In the opposite limit, $d\to0$ at fixed barrier height, $\sinh\kappa d\approx\kappa d$ and $T$ tends to 1 without any exponential law.

### (b) The tenfold length

Electrons in an interval $dk$ have density $2\,dk/2\pi$ per unit length, where the 2 counts spin, and velocity $v=dE/(\hbar\,dk)$. They therefore arrive at the rate $2\,dE/h$, in which the velocity has cancelled. At low temperature a bias $V$ leaves a window of width $eV$ in which states are filled on one side and empty on the other. If $T$ hardly changes across this window,

$$I=\frac{2e}{h}\,T\,eV,\qquad G=\frac IV=\frac{2e^2}{h}\,T.$$

The window is narrow enough when $eV\ll\phi/\kappa d$, because an electron at energy $E$ sees the barrier $\phi-E$, and $-2\kappa d\sqrt{1-E/\phi}$ has the slope $\kappa d/\phi$ at $E=0$.

For a thick barrier $G\propto e^{-2\kappa d}$. Setting $G(d+L)/G(d)=e^{-2\kappa L}=1/10$ gives

$$L=\frac{\ln10}{2\kappa}.$$

The numbers are

$$\kappa^2=\frac{0.4\times1\ \text{eV}}{0.038100\ \text{eV nm}^2}=10.50\ \text{nm}^{-2},\qquad \kappa=3.240\ \text{nm}^{-1},$$

$$L=\frac{2.3026}{6.480\ \text{nm}^{-1}}=0.355\ \text{nm}\approx0.36\ \text{nm}.$$

At $d=2$ nm, $\kappa d=6.5$ and the thick-barrier form is safe: direct numerical integration of the Schrödinger equation gives the same 0.3553 nm. At 1 nm the full formula of part (a) gives a local value of 0.3562 nm. Because $L\propto1/\sqrt{m\phi}$, an error of 10 % in the barrier height moves $L$ by about 5 %.

### (c) Conductance per unit area

An electron with wave number $k$ parallel to the film keeps it in the barrier, where the kinetic energy $\hbar^2k^2/2m$ is no longer available for motion along $x$. Hence $\kappa$ is replaced by $q=\sqrt{\kappa^2+k^2}$. There are $d^2k/(2\pi)^2=k\,dk/2\pi$ modes per unit area, so

$$\frac GA=\frac{2e^2}{h}\int\frac{k\,dk}{2\pi}\,T(k).$$

For a thick barrier small $k$ dominates: expanding $q\approx\kappa+k^2/2\kappa$ gives $e^{-2qd}\approx e^{-2\kappa d}e^{-k^2d/\kappa}$. The important $k$ are of order $\sqrt{\kappa/d}$, which is 1.3 nm⁻¹ at 2 nm, against $k_F=11.5$ nm⁻¹. One may therefore hold $P$ at its value for $k=0$ and extend the integral to infinity. With $k\,dk=q\,dq$ and an integration by parts,

$$\int_\kappa^\infty q\,e^{-2qd}\,dq=e^{-2\kappa d}\left(\frac{\kappa}{2d}+\frac1{4d^2}\right),$$

$$\frac GA=\frac{e^2}{h}\,\frac{P}{2\pi}\left(\frac\kappa d+\frac1{2d^2}\right)e^{-2\kappa d}.$$

A thicker barrier passes a narrower cone of directions, which is the origin of the additional factor close to $1/d$. To find the local decay rate, write the bracket as $(2\kappa d+1)/2d^2$. The derivative of its logarithm is

$$\frac{2\kappa}{2\kappa d+1}-\frac2d=-\frac1d\,\frac{2\kappa d+2}{2\kappa d+1}.$$

The local tenfold length is therefore

$$L_A=\frac{\ln10}{2\kappa+\dfrac1d\,\dfrac{2\kappa d+2}{2\kappa d+1}}.$$

It is shorter than $L$ and tends to $L$ as $d\to\infty$. At 2 nm the second term in the denominator is $0.5\times14.96/13.96=0.536$ nm⁻¹, and $L_A=2.3026/7.016=0.328$ nm. Integration over $k$ with the full $T(k)$ gives 0.327 nm at 2 nm, 0.302 nm at 1 nm and 0.337 nm at 3 nm.

For the size of the conductance, $r=0.707$ and $P=3.56$. With $2e^2/h=7.748\times10^{-5}$ S, the closed form gives $9.0\times10^{-5}$ S/µm² at 2 nm. The full integral gives $9.4\times10^{-5}$ S/µm², a resistance-area product of about $1.1\times10^4$ Ω µm². The closed form is 4 % lower because $r$ rises towards 1 as $k$ grows from zero, and $P$ is largest at $r=1$.

### (d) Adding 0.36 nm

For the single mode the factor is $e^{6.480\times0.36}=10.3$. For the area conductance it is multiplied by the ratio of the brackets at 2 nm and 2.36 nm:

$$10.3\times\frac{1.620+0.125}{1.373+0.090}=12.3.$$

The full integral gives 12.4, and 14.6 when the starting thickness is 1 nm. In this model, then, "tenfold per 0.36 nm" describes the exponential factor well, but understates the fall of the area conductance of a thin film.

### (e) What a real film changes

**Image force.** An electron at distance $x$ from one metal face has the image energy $-a/x$, with $a=e^2/16\pi\varepsilon$. Between two faces, dimensional analysis gives $U=-(a/d)\,g(x/d)$, where $g(u)\to1/u$ near $u=0$ and $g(u)=g(1-u)$. Midway between the faces the images lie at distances $nd$ on both sides with alternating signs, so

$$U_{\rm mid}=\frac12\cdot4a\cdot2\sum_{n\ge1}\frac{(-1)^n}{nd}=-\frac{4a\ln2}{d}.$$

For a rough optical permittivity of 3 this shift is $-0.166$ eV at 2 nm, which corresponds to $a=0.12$ eV nm.

In the semiclassical estimate the conductance varies as $e^{-\Sigma}$, with $\Sigma=(2/\hbar)\int\sqrt{2m(\phi+U)}\,dx$ taken where $\phi+U>0$. Cut off a strip of fixed width $x_0\ll d$ at each face. Within the strips $U$ is nearly independent of $d$, so they add a constant to $\Sigma$. Between them, to first order in $|U|/\phi$, $\Sigma$ is lowered by

$$\frac\kappa\phi\int_{x_0}^{d-x_0}|U|\,dx=\frac{\kappa a}{\phi}\int_{x_0/d}^{1-x_0/d}g(u)\,du.$$

As $d$ changes, each limit of the last integral contributes $g(x_0/d)\,x_0/d^2\approx1/d$ to its derivative. The decay rate becomes

$$2\kappa-\frac{2\kappa a}{\phi d}=6.48-0.39=6.09\ \text{nm}^{-1},$$

and the tenfold length becomes 0.378 nm, as the numerical integral also gives. The exponential $e^{-\Sigma}$ itself rises by a factor of about 36. The prefactor, which this estimate leaves out, also changes, so this is only the order of magnitude of the gain in conductance. Solving the Schrödinger equation with the singular potential cut off 0.5 to 10 eV below the Fermi level gives a gain of 13 to 18 and a tenfold length of 0.378 to 0.379 nm. The image force thus alters the size of the conductance far more than its dependence on thickness.

**Band gap.** In a two-band insulator $\kappa^2$ vanishes at both band edges. The simplest form that does so and keeps the mass $m$ at the conduction edge is $\kappa^2=2m\phi(1-\phi/E_g)/\hbar^2$. For a rough gap of 7.8 eV, $\kappa$ falls by the factor $\sqrt{1-1/7.8}=0.934$, and the tenfold length becomes $0.3553/0.934\approx0.38$ nm.

**Judgement.** Both effects lengthen the tenfold length, whereas the sum over directions shortens it. With all three included, the semiclassical calculation gives 0.369 nm at 2 nm. This is about 4 % above the 0.355 nm of part (b). The third digit depends on the approximation: keeping the prefactor, with the image singularity cut off 1 or 5 eV below the Fermi level, gives 0.366 or 0.361 nm. For these parameters and this thickness the rule survives as an estimate because the corrections partly cancel, and their balance shifts with thickness: the semiclassical value is 0.355 nm at 1 nm and 0.373 nm at 3 nm.

Smaller effects, each taken alone for a single mode at 2 nm, are as follows.

- At 300 K the conductance is 4.5 % higher and the tenfold length is 0.358 nm. The share carried over the barrier top is about $10^{-13}$.
- At 0.1 V, $I/V$ is 1.7 % higher than at zero bias. The field is 0.5 MV/cm, against a rough breakdown field of 10 MV/cm.
- Normally distributed roughness, treated as wide patches that conduct in parallel, of rms value $\sigma=0.1$ nm multiplies the conductance by $e^{2\kappa^2\sigma^2}=1.23$. If $\sigma$ is the same at every thickness, the tenfold length is unchanged.

An effective barrier near 1 eV, a mass near $0.4\,m_e$ and thicknesses of 1 to 3 nm are rough typical values for MgO junctions. If the barrier height was itself obtained by fitting a rectangular model to measured currents, it already contains part of the image lowering and of the band-gap reduction of $\kappa$, and adding these corrections again would count them twice. The verdict also rests on $\phi\approx1$ eV: with the same gap and mass but the Fermi level at mid-gap, $\phi=3.9$ eV, the two-band formula gives $\kappa=4.5$ nm⁻¹ and a tenfold length near 0.25 nm, where the rule fails. Current through defects and the band symmetry of real electrodes are left out and not estimated here, so a measured tenfold length may differ from all the values above. For the rectangular barrier without the corrections of this part, the numerical output also lists the transmission, the area conductance and both tenfold lengths at thicknesses from 1 to 3 nm.

## Calculated quantities

```
Barrier 1.0 eV, mass 0.4 m_e, electrode EF 5.0 eV
hbar^2/(2 m_e) = 0.038100 eV nm^2
kappa = 3.2402 1/nm, 2 kappa = 6.4804 1/nm
Tenfold length ln10/(2 kappa) = 0.3553 nm
  same in bohr = 6.7145
Same from Schroedinger integration at 2 nm = 0.3553 nm
Same for EF = 2 and 10 eV: 0.3553, 0.3553 nm
Electrode wave number kF = 11.456 1/nm
Matching ratio r = 0.7071, prefactor P = 3.5556
Conductance quantum 2e^2/h = 7.7481e-05 S
d(nm)  T(mode)    G/A(S/um^2) RA(ohm um^2) L_mode L_area(nm)
1.0   5.439e-03  1.339e-01   7.466e+00    0.3562 0.3020
1.5   2.134e-04  3.308e-03   3.023e+02    0.3554 0.3185
2.0   8.359e-06  9.400e-05   1.064e+04    0.3553 0.3274
2.5   3.273e-07  2.882e-06   3.469e+05    0.3553 0.3330
3.0   1.282e-08  9.267e-08   1.079e+07    0.3553 0.3367
Area tenfold length, closed form, at 1, 2, 3 nm: 0.3024, 0.3282, 0.3371 nm
G/A closed form at 2 nm = 8.994e-05 S/um^2
Adding 0.36 nm to 1 nm: mode /10.29, area /14.63
Adding 0.36 nm to 2 nm: mode /10.31, area /12.36
Neglected effects at 2 nm (gain = factor on conductance):
Image force, permittivity 3.0: mid-barrier shift -0.166 eV
  gain 35.90, tenfold length 0.3784 nm
Two-band dispersion, gap 7.8 eV: gain 2.36, length 0.3805 nm
Image + two-band + transverse sum: length 0.3690 nm
Temperature 300 K, kT = 0.02585 eV: gain 1.0449
  sine formula 1.0477, length 0.3579 nm
  share carried above the barrier top = 1.1e-13
Bias 0.1 V: I/V up by 1.69 %, length 0.3563 nm
Bias 0.05 V: I/V up by 0.42 %
Field at 0.1 V = 0.50 MV/cm; rough breakdown 10 MV/cm is 2.0 V
Roughness 0.1 nm rms: gain 1.234, length 0.3553 nm
```
